**Vector mean free path from a separable kernel: small-matrix formula against the full linear system**

The program tests the solution $\boldsymbol\Lambda=[\mathbf v+\phi^TK(1-MK)^{-1}b]/\Gamma$ of the linear Boltzmann equation $\Gamma\boldsymbol\Lambda-\langle P\boldsymbol\Lambda\rangle=\mathbf v$ with $\langle\boldsymbol\Lambda\rangle=0$. Here $P=\phi^TC\phi'$ is the scattering kernel, $\Gamma=\langle P\rangle$ the out-rate, $M=\langle\phi\phi^T/\Gamma\rangle$, $b=\langle\phi\mathbf v/\Gamma\rangle$, and $K$ is $C$ with its constant channel lowered by $s>0$. For 80 random states without inversion symmetry, it asserts agreement with a full solve that does not use separability, independence of $s$, and the singularity of the small matrix at $s=0$. For a circular Fermi line on a one-degree grid, it asserts that the full solve agrees with the rank-four formula, the closed form, the collision series and the diffusion tensor. It also asserts the largest angle between $\boldsymbol\Lambda$ and $\mathbf v$, in the main example and in five control cases. The output shows a largest angle of 13.03° in the main example. In the control cases the angle vanishes for even channels only, for an isotropic kernel and for compensated anisotropies, and it is 1.98° and 12.15° in the other two.

## Numerical check

```python
# Result under test: for elastic scattering with a separable kernel
#   P(k,k') = sum_ab phi_a(k) C_ab phi_b(k'),   phi_0 = 1,
# the vector mean free path Lambda, defined by
#   Gamma Lambda - <P Lambda> = v,   Gamma = <P>,   <Lambda> = 0,
# is  Lambda = [v + phi K (1 - M K)^-1 b] / Gamma,
# with M = <phi phi / Gamma>, b = <phi v / Gamma>, K = C - s e0 e0^T, s > 0.
# It is in general not parallel to the velocity v.
# <...> is the average over the energy shell. Rates are given as hbar*rate in eV,
# velocities as hbar*v in eV angstrom, so Lambda is in angstrom.
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def woodbury(phi, C, weights, v, s):
    """Small-matrix solution; also returns the matrix 1 - M K."""
    gamma = phi @ C @ (phi.T @ weights)
    M = phi.T @ (phi * (weights / gamma)[:, None])
    K = C.copy()
    K[0, 0] -= s
    b = phi.T @ (v * (weights / gamma)[:, None])
    small = np.eye(len(C)) - M @ K
    if s == 0:
        return None, small
    a = np.linalg.solve(small, b)
    return (v + phi @ K @ a) / gamma[:, None], small


def full_solution(P, weights, v):
    """Full linear system with the constraint <Lambda> = 0; no separability used."""
    n = len(weights)
    big = np.zeros((n + 1, n + 1))
    big[:n, :n] = np.diag(P @ weights) - P * weights[None, :]
    big[:n, n] = 1.0
    big[n, :n] = weights
    rhs = np.vstack([v, np.zeros((1, v.shape[1]))])
    sol = np.linalg.solve(big, rhs)
    assert np.max(np.abs(sol[n])) < 1e-10   # the equation itself is solvable
    return sol[:n]


# ---- General test: random states, unequal weights, no inversion symmetry ----
rng = np.random.default_rng(4)
n_states = 80
w_r = rng.uniform(0.5, 1.5, n_states)
w_r /= w_r.sum()
phi_r = np.column_stack([np.ones(n_states), rng.uniform(-1, 1, (n_states, 3))])
C_r = np.array([[1.00, 0.10, -0.05, 0.05],
                [0.10, 0.20, 0.05, 0.00],
                [-0.05, 0.05, -0.15, 0.05],
                [0.05, 0.00, 0.05, 0.04]])
v_r = phi_r[:, 1:3] + 0.3 * rng.normal(size=(n_states, 2))
v_r -= w_r @ v_r
P_r = phi_r @ C_r @ phi_r.T
assert P_r.min() > 0
L_full = full_solution(P_r, w_r, v_r)
L_s1, small_s1 = woodbury(phi_r, C_r, w_r, v_r, 0.3)
L_s2, _ = woodbury(phi_r, C_r, w_r, v_r, 2.0)
_, small_s0 = woodbury(phi_r, C_r, w_r, v_r, 0.0)
err_general = np.max(np.abs(L_s1 - L_full))
err_shift = np.max(np.abs(L_s1 - L_s2))
sv0 = np.linalg.svd(small_s0, compute_uv=False)[-1]
sv1 = np.linalg.svd(small_s1, compute_uv=False)[-1]
assert err_general < 1e-10 and err_shift < 1e-10
assert sv0 < 1e-12 and sv1 > 1e-3
assert np.max(np.abs(small_s0 @ (phi_r.T @ w_r))) < 1e-12
cross_r = v_r[:, 0] * L_full[:, 1] - v_r[:, 1] * L_full[:, 0]
assert np.max(np.abs(cross_r)) > 1e-3

# ---- Circular Fermi line, one grid point per degree ----
N = 360
t = 2 * np.pi * np.arange(N) / N
w = np.full(N, 1.0 / N)
hv, G0, g, px, py = 4.0, 0.020, 0.004, -0.006, 0.010
v = hv * np.column_stack([np.cos(t), np.sin(t)])


def kernel(g_, px_, py_):
    c, s_, c2 = np.cos(t), np.sin(t), np.cos(2 * t)
    return (G0 + g_ * (c2[:, None] + c2[None, :])
            + px_ * np.outer(c, c) + py_ * np.outer(s_, s_))


def moments(g_):
    A, B = np.sqrt(G0 + g_), np.sqrt(G0 - g_)
    return 1 / (A * (A + B)), 1 / (B * (A + B))


def ratio(g_, px_, py_):
    mx, my = moments(g_)
    return (1 - px_ * mx) / (1 - py_ * my)


def deviation_deg(Lam):
    cross = v[:, 0] * Lam[:, 1] - v[:, 1] * Lam[:, 0]
    return np.degrees(np.arctan2(cross, np.sum(v * Lam, axis=1)))


Mxx, Myy = moments(g)
for closed, shape in ((Mxx, np.cos), (Myy, np.sin)):
    integral = quad(lambda x: shape(x)**2 / (G0 + g * np.cos(2 * x)),
                    0, 2 * np.pi, epsabs=1e-11, epsrel=1e-11)[0] / (2 * np.pi)
    assert abs(integral / closed - 1) < 1e-9

P = kernel(g, px, py)
assert P.min() > 0
gamma = P @ w
Lam = full_solution(P, w, v)
fx, fy = px * Mxx, py * Myy
closed_form = v / gamma[:, None] / np.array([1 - fx, 1 - fy])
err_closed = np.max(np.abs(Lam - closed_form))
assert err_closed < 1e-8
assert np.allclose(gamma, G0 + g * np.cos(2 * t), atol=1e-14)

phi = np.column_stack([np.ones(N), np.cos(2 * t), np.cos(t), np.sin(t)])
C = np.array([[G0, g, 0, 0], [g, 0, 0, 0], [0, 0, px, 0], [0, 0, 0, py]])
L_wood, _ = woodbury(phi, C, w, v, 0.02)
err_wood = np.max(np.abs(L_wood - Lam))
assert err_wood < 1e-8

# Collision series: each term is the mean path flown after one more collision.
term = v / gamma[:, None]
total = term.copy()
partial = [total[45].copy()]
for n_coll in range(1, 41):
    new = (P @ (term * w[:, None])) / gamma[:, None]
    if n_coll <= 3:
        assert abs(new[45, 0] / term[45, 0] - fx) < 1e-9
        assert abs(new[45, 1] / term[45, 1] - fy) < 1e-9
    term = new
    total += term
    partial.append(total[45].copy())
assert np.max(np.abs(total - Lam)) < 1e-8

# Largest angle between Lambda and v; the one-degree grid misses the exact
# maximum by at most half a degree in t, which changes it by < 0.01 degree.
r = ratio(g, px, py)
dev = deviation_deg(Lam)
dev_max = np.degrees(np.arcsin(abs(r - 1) / (r + 1)))
t_max = np.degrees(np.arctan(1 / np.sqrt(r)))
assert abs(np.max(np.abs(dev)) - dev_max) < 0.01
assert abs(np.argmax(dev[:91]) - t_max) <= 1.0

# Diffusion tensor hbar*D = <v Lambda>, full solution against closed form.
D = (v * w[:, None]).T @ Lam
Dxx, Dyy = hv**2 * Mxx / (1 - fx), hv**2 * Myy / (1 - fy)
assert np.allclose(D, np.diag([Dxx, Dyy]), atol=1e-7)

# Control cases isolating what turns Lambda away from v.
p_comp = py * np.sqrt((G0 + g) / (G0 - g))
cases = [("even channels only", g, 0.0, 0.0, True),
         ("isotropic kernel", 0.0, py, py, True),
         ("equal odd, anisotropic rate", g, py, py, False),
         ("compensated", g, p_comp, py, True),
         ("constant rate, unequal odd", 0.0, px, py, False)]
case_lines = []
for name, g_, px_, py_, parallel in cases:
    Pc = kernel(g_, px_, py_)
    assert Pc.min() > 0
    found = np.max(np.abs(deviation_deg(full_solution(Pc, w, v))))
    rc = ratio(g_, px_, py_)
    expected = np.degrees(np.arcsin(abs(rc - 1) / (rc + 1)))
    assert abs(found - expected) < 0.01
    assert (found < 1e-8) if parallel else (found > 1.0)
    case_lines.append(f"{name}: g={g_:.4f} px={px_:.5f} py={py_:.4f} eV,"
                      f" max angle {expected:.2f} deg")

print(f"random system: {n_states} states, rank {len(C_r)}")
print(f"  max |Woodbury - full solve| = {err_general:.1e} (model units)")
print(f"  max change, s = 0.3 to 2.0  = {err_shift:.1e} (model units)")
print(f"  smallest singular value of 1-MK: s=0 {sv0:.1e}, s=0.3 {sv1:.3f}")
print(f"hbar v_F = {hv:.1f} eV angstrom")
print(f"G0, g, px, py = {G0:.3f}, {g:.3f}, {px:.3f}, {py:.3f} eV")
print(f"smallest kernel value on grid = {P.min():.4f} eV")
print(f"Gamma at 0, 45, 90 deg = {gamma[0]:.4f}, {gamma[45]:.4f},"
      f" {gamma[90]:.4f} eV")
print(f"Mxx, Myy = {Mxx:.3f}, {Myy:.3f} 1/eV")
print(f"px Mxx, py Myy = {fx:.4f}, {fy:.4f}")
print(f"1/(1-px Mxx), 1/(1-py Myy) = {1/(1-fx):.4f}, {1/(1-fy):.4f}")
print(f"max |closed form - full solve| = {err_closed:.1e} angstrom")
print(f"max |Woodbury - full solve|    = {err_wood:.1e} angstrom")
print("angle of v (deg): Lambda_x, Lambda_y (angstrom), angle of Lambda (deg)")
for j in (0, 30, 45, 60, 90):
    lx, ly = closed_form[j]
    print(f"  {j:2d}: {lx:.2f}, {ly:.2f}, {np.degrees(np.arctan2(ly, lx)):.2f}")
print("45 deg, path summed up to n collisions: x, y (angstrom)")
for n_coll in (0, 1, 2, 3, 40):
    print(f"  n={n_coll}: {partial[n_coll][0]:.2f}, {partial[n_coll][1]:.2f}")
length = np.hypot(*closed_form[45])
print(f"|Lambda| at 45 deg = {length:.2f} angstrom = {length/BOHR:.2f} bohr")
print(f"r = {r:.4f}")
print(f"largest angle between Lambda and v = {dev_max:.2f} deg")
print(f"  reached at v angle {t_max:.2f} deg")
print(f"hbar Dxx, Dyy = {Dxx:.1f}, {Dyy:.1f} eV angstrom^2")
print(f"same with Lambda = v/Gamma: {hv**2*Mxx:.1f}, {hv**2*Myy:.1f}"
      " eV angstrom^2")
print(f"Dyy/Dxx = {Dyy/Dxx:.3f}; with Lambda = v/Gamma: {Myy/Mxx:.3f}")
print("control cases:")
for line in case_lines:
    print("  " + line)
print("verified")
```

It prints:

```
random system: 80 states, rank 4
  max |Woodbury - full solve| = 1.3e-15 (model units)
  max change, s = 0.3 to 2.0  = 2.2e-16 (model units)
  smallest singular value of 1-MK: s=0 1.8e-16, s=0.3 0.289
hbar v_F = 4.0 eV angstrom
G0, g, px, py = 0.020, 0.004, -0.006, 0.010 eV
smallest kernel value on grid = 0.0020 eV
Gamma at 0, 45, 90 deg = 0.0240, 0.0200, 0.0160 eV
Mxx, Myy = 22.938, 28.093 1/eV
px Mxx, py Myy = -0.1376, 0.2809
1/(1-px Mxx), 1/(1-py Myy) = 0.8790, 1.3907
max |closed form - full solve| = 8.2e-13 angstrom
max |Woodbury - full solve|    = 1.0e-12 angstrom
angle of v (deg): Lambda_x, Lambda_y (angstrom), angle of Lambda (deg)
   0: 146.50, 0.00, 0.00
  30: 138.41, 126.43, 42.41
  45: 124.31, 196.67, 57.70
  60: 97.67, 267.64, 69.95
  90: 0.00, 347.67, 90.00
45 deg, path summed up to n collisions: x, y (angstrom)
  n=0: 141.42, 141.42
  n=1: 121.96, 181.15
  n=2: 124.64, 192.31
  n=3: 124.27, 195.45
  n=40: 124.31, 196.67
|Lambda| at 45 deg = 232.67 angstrom = 439.68 bohr
r = 1.5821
largest angle between Lambda and v = 13.03 deg
  reached at v angle 38.49 deg
hbar Dxx, Dyy = 322.6, 625.1 eV angstrom^2
same with Lambda = v/Gamma: 367.0, 449.5 eV angstrom^2
Dyy/Dxx = 1.938; with Lambda = v/Gamma: 1.225
control cases:
  even channels only: g=0.0040 px=0.00000 py=0.0000 eV, max angle 0.00 deg
  isotropic kernel: g=0.0000 px=0.01000 py=0.0100 eV, max angle 0.00 deg
  equal odd, anisotropic rate: g=0.0040 px=0.01000 py=0.0100 eV, max angle 1.98 deg
  compensated: g=0.0040 px=0.01225 py=0.0100 eV, max angle 0.00 deg
  constant rate, unequal odd: g=0.0000 px=-0.00600 py=0.0100 eV, max angle 12.15 deg
verified
```
